# Flux-weighted sampling of carriers injected over a metal-semiconductor barrier

## Definitions and conventions

A Monte Carlo transport region begins at the plane $x=0$, the top of the barrier between a metal and a semiconductor. Its inward normal is $+x$. A carrier enters with normal speed $v>0$, effective mass $m$ along the normal, and normal kinetic energy $E=mv^2/2$ measured from the barrier top.

The algebra uses atomic units, and $kT$ is an energy. Numbers for the device are in eV, nm, cm/s, K, MV/cm and A/cm²; the main speeds are also given in Å/fs.

Four assumptions define the model:

- The metal keeps the forward-going states at the barrier top filled at temperature $T$.
- This filling is so dilute that it follows $e^{-\text{energy}/kT}$.
- The bands are parabolic, with a principal axis of the mass along the normal.
- Transmission is classical: one above the top, zero below.

An injection routine produces a list of arrivals, one entry per carrier that crosses the plane. A snapshot is a list of the carriers present in a volume at one instant. The two have different speed distributions.

## The naive rule and its failure

The reservoir is Maxwellian, so a first design draws $v$ from the positive half of a Maxwellian,

$$h(v)=\sqrt{\frac{2m}{\pi kT}}\;e^{-mv^2/2kT},\qquad v>0 .$$

Let carriers drawn this way enter at a constant rate $R$ per unit area, with no field and no collisions. A carrier of speed $v$ stays in a layer of thickness $L$ for a time $L/v$, or for the time $t$ since injection began if that is shorter. For large $t$ the number in the layer is therefore

$$N(t)=R\int_0^\infty h(v)\,\min(L/v,\,t)\,dv .$$

Split the integral at $v_0=L/t$. Below $v_0$ the density is nearly $h(0)$, and this part gives $t\,h(0)\,v_0=h(0)L$, a constant. Above $v_0$ the integral is $L\int_{v_0}^\infty h(v)\,dv/v$, whose lower end contributes $L\,h(0)\ln(1/v_0)$. Since $1/v_0=t/L$,

$$N(t)\simeq R\,L\,h(0)\,\bigl[\ln t+\text{const}\bigr].$$

The layer never reaches a steady state. In units where $m=kT=L=R=1$, $h(0)=\sqrt{2/\pi}=0.798$, so each factor of ten in time should add $0.798\times2.303=1.84$ carriers. Four million sampled speeds give 2.68, 4.52 and 6.36 carriers at times 10, 100 and 1000, in agreement with that growth.

A field changes the symptom. After a potential drop $U$ the speed is $\sqrt{v^2+2U/m}$, which cannot vanish, so the density there stays finite. In a uniform field $F$ we have $U=Fx$, and the density $R\int h\,dv/\sqrt{v^2+2Fx/m}$ grows as $\ln(1/x)$ towards the plane. The naive rule then places its spurious slow carriers close to the barrier top.

## Counting arrivals

Let $f(v)\,dv$ be the number of forward-moving carriers per unit volume with speed in $dv$, just before the plane. Those that cross within $dt$ were no farther away than $v\,dt$. Their number per unit area is $v\,dt\,f(v)\,dv$: fast carriers are drawn from a deeper layer. With $f\propto e^{-mv^2/2kT}$, the arrival density is proportional to $v\,e^{-mv^2/2kT}$. Its normalization follows from

$$\int_0^\infty v\,e^{-mv^2/2kT}dv=\left[-\frac{kT}{m}e^{-mv^2/2kT}\right]_0^\infty=\frac{kT}{m},$$

so that

$$p(v)=\frac{mv}{kT}\,e^{-mv^2/2kT},\qquad v>0 .$$

A climb does not alter this form. Suppose carriers of the same mass approach from below a barrier of height $\phi$. Energy conservation leaves a speed $v'$ at the top with $v'^2=v^2-2\phi/m$. Differentiation gives $v'dv'=v\,dv$, and therefore

$$v\,e^{-mv^2/2kT}dv=e^{-\phi/kT}\,v'e^{-mv'^2/2kT}dv' .$$

The barrier reduces the number of arrivals by $e^{-\phi/kT}$ and leaves their distribution at the top unchanged. For a metal, whose electrons have a different dispersion, the first assumption replaces this argument: the semiconductor states at the top are filled thermally, and each delivers carriers at a rate proportional to its normal velocity.

This law was tested without assuming it. Particles with Maxwellian velocities were spread evenly through a slab, moved for a short time, and recorded if they crossed a potential step. For steps of $0.5\,kT$ and $1.5\,kT$ there were 131,741 and 48,149 crossings, with mean remaining normal energies of $1.001\,kT$ and $0.996\,kT$. The largest gap between their cumulative energy distribution and that of $p(v)$ was 0.002 and 0.004; the gap to the half-Maxwellian was 0.30 in both cases.

## The factor of two

Since $dE=mv\,dv$, the arrival law becomes a plain exponential in energy:

$$p(v)\,dv=\frac{1}{kT}e^{-E/kT}dE,\qquad \langle E\rangle_p=\int_0^\infty\frac{E}{kT}e^{-E/kT}dE=kT .$$

For the half-Maxwellian, integrate by parts, using $v\,e^{-mv^2/2kT}=-\frac{kT}{m}\frac{d}{dv}e^{-mv^2/2kT}$:

$$\int_0^\infty v^2e^{-mv^2/2kT}dv=\frac{kT}{m}\int_0^\infty e^{-mv^2/2kT}dv .$$

Hence $\langle v^2\rangle_h=kT/m$ and $\langle E\rangle_h=kT/2$. The naive rule underestimates the mean normal energy by a factor of two.

The factor applies to the normal energy above the barrier top. The crossing rate contains no tangential velocity, so each tangential direction keeps its ordinary thermal mean $kT/2$. The total kinetic energies are $2kT$ and $3kT/2$, a ratio of $4/3$.

For the mean speeds, use $\int_0^\infty e^{-mv^2/2kT}dv=\sqrt{\pi kT/2m}$ and the two integrals above:

$$\langle v\rangle_p=\frac{m}{kT}\,\frac{kT}{m}\sqrt{\frac{\pi kT}{2m}}=\sqrt{\frac{\pi kT}{2m}},\qquad
\langle v\rangle_h=\sqrt{\frac{2m}{\pi kT}}\,\frac{kT}{m}=\sqrt{\frac{2kT}{\pi m}} .$$

Their ratio is $\pi/2$.

The failed steady state is now repaired. In the field-free, collisionless layer the density per unit speed is $R\,p(v)/v$. The factor $v$ cancels, so the carriers present have the half-Maxwellian distribution, with total density

$$n=R\int_0^\infty\frac{p(v)}{v}dv=R\,\frac{m}{kT}\sqrt{\frac{\pi kT}{2m}}=R\sqrt{\frac{\pi m}{2kT}} .$$

In the scaled units this is 1.253. The sampled occupancy is 1.204, 1.249 and 1.253 at times 10, 100 and 1000. A snapshot at time 100 gives a mean normal energy of $0.499\,kT$, although the carriers were injected with mean $kT$: slow ones stay longer and are over-represented. In this field-free, collisionless layer the half-Maxwellian is thus right for the carriers present and wrong for those arriving. A field speeds the carriers up inside the layer, so a snapshot there no longer has this form.

## Drawing the normal speed

The probability that an arrival has energy above $E$ is $\int_E^\infty e^{-E'/kT}dE'/kT=e^{-E/kT}$. Setting this equal to a uniform random number $u$ in $(0,1]$ gives

$$E=-kT\ln u,\qquad v=\sqrt{\frac{-2kT\ln u}{m}} .$$

A generator that returns values in $[0,1)$ should supply $1-u$, so that the logarithm is never taken at zero. No rejection step is needed.

## Silicon valleys

Silicon has six conduction valleys with longitudinal mass $m_l$ and transverse mass $m_t$. At a (100) surface two valleys have normal mass $m_l$, and four have normal mass $m_t$. They hold equal numbers of carriers per volume but do not deliver equal numbers per time.

Let $V_b$ be the height of the barrier top above the metal Fermi level. With two spins, one valley supplies

$$J=\frac{2}{(2\pi)^3}\,e^{-V_b/kT}\int dk_y\,dk_z\int_0^\infty dk_x\,\frac{k_x}{m_x}\,e^{-(k_x^2/2m_x+k_y^2/2m_y+k_z^2/2m_z)/kT}.$$

Because $k_xdk_x/m_x=dE$, the normal integral is $kT$. The tangential ones are Gaussian, $\sqrt{2\pi m_ykT}$ and $\sqrt{2\pi m_zkT}$. Their product with $2/(8\pi^3)$ gives

$$J=\frac{\sqrt{m_ym_z}\,(kT)^2}{2\pi^2}\,e^{-V_b/kT}.$$

The valley must therefore be chosen with weight $\sqrt{m_ym_z}$. With $m_l=0.916$ and $m_t=0.19$, the two heavy-normal valleys have total weight $2\times0.19=0.380$, and the four light-normal ones $4\sqrt{0.916\times0.19}=1.669$. The light share is $1.669/2.049=0.8145$, whereas a choice by population would give $4/6=0.667$. The slab experiment, with equally populated valleys, gave 0.8135 and 0.8130 for its two steps.

The energy draw is the same in every valley; the conversion to speed uses that valley's normal mass.

On other surfaces a valley may be tilted, with an inverse-mass matrix $A$ that has off-diagonal elements. Thermal velocities then have covariance $kT\,A$. The flux weight still involves $v_x$ alone, so $v_x$ follows $p(v)$ with $m=1/A_{xx}$. The tangential velocities, however, are correlated with it: they must be drawn from a Gaussian of mean $A_{ix}v_x/A_{xx}$ and covariance $kT(A_{ij}-A_{ix}A_{xj}/A_{xx})$, with $i,j=y,z$. These are the usual conditional moments of a joint Gaussian. For $A_{ix}=0$ they reduce to independent thermal velocities. The valley weight also changes: equivalent valleys hold equal densities, and the mean forward flux of a Gaussian is proportional to its width, so the weight is proportional to $\sqrt{A_{xx}}$. For aligned valleys this is $1/\sqrt{m_x}$, which agrees with $\sqrt{m_ym_z}$ because the product $m_xm_ym_z$ is the same in every valley.

## The injection scheme

For each time step $\Delta t$ and contact area $S$, with $J$ now summed over valleys:

1. Draw the number of arrivals from a Poisson distribution of mean $JS\Delta t$, which treats arrivals as independent.
2. Choose a valley with weight $\sqrt{m_ym_z}$.
3. Draw $u$, and set $E=-kT\ln u$ and $v=\sqrt{2E/m_x}$.
4. Draw $v_y$ and $v_z$ from Gaussians of variance $kT/m_y$ and $kT/m_z$.
5. Draw the entry time uniformly within the step, and move the carrier for the rest of the step.
6. Remove carriers that return through the plane; the reservoir already accounts for new arrivals.

Step 5 matters because carriers all started at the beginning of the step would have the same age at its end. Those of speed $v$ would then be absent from the layer $x<v\Delta t$, apart from any slowed or turned back by scattering. If arrivals are rare, each simulated carrier can represent a fraction of an electron in a stationary average; this changes the number drawn in step 1 but not the speed distribution.

## Example: nickel silicide on n-type silicon

The parameters are rough typical values for a Schottky rectifier: barrier 0.65 eV, doping $10^{15}$ cm⁻³, reverse bias 1 V and temperature 300 K, so $kT=0.02585$ eV.

Take $u=0.3$ in a light-normal valley. Then $E=0.02585\times1.204=0.0311$ eV. Dividing $v=\sqrt{2E/m}$ by the mean speed $\sqrt{\pi kT/2m}$ gives $\sqrt{4E/\pi kT}=\sqrt{4\times1.204/\pi}=1.238$. The mean is $1.94\times10^7$ cm/s, so this electron enters at $2.40\times10^7$ cm/s.

Four million draws by each rule give:

| Quantity | Flux-weighted | Half-Maxwellian |
|---|---|---|
| Mean normal energy (eV) | 0.0259 | 0.0129 |
| Mean total energy (eV) | 0.0517 | 0.0388 |
| Share with $E<0.1\,kT$ | 0.095 | 0.345 |

The energy ratios are 2.000 and 1.333. The slow shares follow from the distributions: $1-e^{-0.1}=0.095$ for arrivals and, with $s=v\sqrt{m/2kT}$, $(2/\sqrt\pi)\int_0^{\sqrt{0.1}}e^{-s^2}ds=0.345$ for the naive rule.

In the light-normal valleys the mean speed is $1.94\times10^7$ cm/s (1.94 Å/fs), against $1.23\times10^7$ cm/s (1.23 Å/fs) from the naive rule. In the heavy-normal valleys the values are $8.8\times10^6$ and $5.6\times10^6$ cm/s (0.88 and 0.56 Å/fs).

## Field and barrier top

The conduction band has an effective density of states of $2.74\times10^{19}$ cm⁻³, so its edge in the neutral silicon lies $0.02585\ln(2.74\times10^4)=0.264$ eV above the Fermi level. The total band bending is $0.65-0.264+1=1.386$ eV. In a uniformly doped depletion layer of width $W$ the field falls linearly from $F$ to zero, so the bending is $FW/2$. For a doping $N_d$, Gauss's law in atomic units gives $F=4\pi N_dW/\varepsilon_r$, with relative permittivity $\varepsilon_r=11.7$. The bending is therefore $2\pi N_dW^2/\varepsilon_r$. Setting it equal to 1.386 eV gives $W=1339$ nm and $F=0.0207$ MV/cm. These are values of the depletion approximation. Keeping the mobile electrons at the edge of the layer lowers both by 1%, to 1326 nm and 0.0205 MV/cm, and moves the barrier top found below from 3.85 to 3.87 nm.

In this section and the next, $x$ is measured from the metal surface instead of the barrier top. An electron at depth $x$ is attracted by its image at distance $2x$ with force $1/(4\varepsilon_rx^2)$, hence potential energy $-C/x$ with $C=1/(4\varepsilon_r)$. Near the contact the field is almost constant, and

$$V(x)=-Fx-\frac{C}{x},\qquad V'(x_m)=0\;\Rightarrow\;x_m=\sqrt{C/F},\qquad V(x_m)=-2\sqrt{FC}.$$

For $\varepsilon_r=11.7$ the top lies 3.85 nm inside the silicon and is lowered by 0.016 eV, to 0.634 eV. The injection plane belongs at this top. The supply formula then gives $4.9\times10^{-4}$ A/cm², or 0.031 electrons per ns through one square micrometre, so fractional weights are needed here.

## Where the classical scheme fails

Near its top the barrier is a parabola, $V\simeq V(x_m)-m\omega^2(x-x_m)^2/2$. Since $V''(x_m)=-2C/x_m^3=-2F/x_m$, $\omega=\sqrt{2F/(mx_m)}$. With $y=(x-x_m)\sqrt{2m\omega}$ and $a=E/\omega$, the Schrödinger equation is

$$\psi''+\left(\tfrac14y^2+a\right)\psi=0 .$$

The transmitted wave at large positive $y$ is $t\,y^{ia-1/2}e^{iy^2/4}$. Continue it through the upper half of the complex plane to negative $y$, replacing $y$ by $|y|e^{i\pi}$. It becomes the reflected wave, with amplitude $r=t\,e^{i\pi(ia-1/2)}=-i\,t\,e^{-\pi a}$. The incident wave, containing $e^{-iy^2/4}$, is exponentially small beside it along the last part of this path and does not affect its coefficient. Current conservation, $|r|^2+|t|^2=1$, gives

$$|t|^2=\frac{1}{1+e^{-2\pi E/\omega}} .$$

Numerical integration of the equation at $a=-0.3$, 0 and 0.4 agrees within $10^{-3}$.

The transmitted flux is proportional to $Z(\beta)=\int e^{-\beta E}|t|^2dE$ with $\beta=1/kT$. Put $z=2\pi E/\omega$ and $b=1-\beta\omega/2\pi$. Then $Z=(\omega/2\pi)I$ with $I=\int e^{bz}dz/(1+e^z)$ over all real $z$, which converges only for $b>0$, that is $\omega<2\pi kT$. Shifting the contour by $2\pi i$ multiplies the integral by $e^{2\pi ib}$ and encloses the pole at $i\pi$, whose residue is $-e^{i\pi b}$. So $I(1-e^{2\pi ib})=-2\pi i\,e^{i\pi b}$, or $I=\pi/\sin\pi b$, and

$$Z=\frac{\omega/2}{\sin(\beta\omega/2)},\qquad \langle E\rangle=-\frac{d\ln Z}{d\beta}=\frac{\omega}{2}\cot\frac{\omega}{2kT}\simeq kT-\frac{\omega^2}{12kT}.$$

For the curvature of the present barrier, $\omega$ is 0.0208 eV for the light normal mass and 0.0095 eV for the heavy one. Averaged over the transmitted flux, a parabola of this curvature would give a mean normal energy of 0.0247 eV and a flux 2% above the classical one. Electrons that tunnel below the top count with negative $E$.

These numbers belong to the parabola, not to the image-force barrier. At a distance $d$ from the top, the cubic term of $V$ is, in size, $d/x_m$ times the quadratic one. The wave varies over the length $1/\sqrt{2m\omega}$, which is 3.1 nm for the light mass and 2.1 nm for the heavy one, against $x_m=3.85$ nm. The cubic term is therefore not small, and the parabola does not settle even the sign of the correction. Take the full barrier $-Fx-C/x$, cut off at 0.1 or 0.4 nm and joined to a flat metal side, either at the cut-off value of $V$ or 0.65 to 5.65 eV deep, with the semiconductor mass or the free-electron mass. Numerical solution then reverses both signs. Reflection above the top lowers the flux to between 0.43 and 0.90 of the classical value, and, because slow electrons are reflected most, raises the mean normal energy to between $1.03\,kT$ and $1.29\,kT$. The spread shows that a reliable value needs a realistic description of the metal side. The factor of two is a result for classical transmission.

Three other effects can be estimated separately:

- **Degeneracy.** The occupation at the top is about $2\times10^{-11}$, which is negligible.
- **Nonparabolicity.** For $E_t(1+\alpha E_t)=p^2/2m$, with $E_t$ the total kinetic energy and $p$ the scaled momentum, arrivals are weighted by $p^2(dE_t/dp)dp\propto E_t(1+\alpha E_t)dE_t$. The mean total energy is $kT(2+6\alpha kT)/(1+2\alpha kT)$. A rough $\alpha=0.5$ eV⁻¹ gives 0.0524 eV, 1.3% above $2kT$.
- **Collisions.** The potential falls by $kT$ within 16 nm of the top, against a rough free path of 44 nm. Some electrons can scatter back, which the transport simulation must treat; the arrival law is unchanged while the reservoir stays thermal.

## Reading the result for real contacts

The chosen barrier and doping suit a lightly doped rectifier, though 1 V is a small reverse bias for one. The field is 7% of a rough breakdown value of 0.3 MV/cm. Real barriers are uncertain and vary along the interface: an error of 0.05 eV changes the current by a factor of 6.9 but leaves the classical speed distribution alone. At 400 K, with the lowered barrier held fixed, the supply current is 0.40 A/cm² and the mean normal energy of the arrivals 0.0345 eV. These supply currents are classical values. The net current is smaller by the share of electrons that scatter back into the metal and by the quantum reflection at the barrier, which can be the larger loss even at this low doping.

Heavily doped contacts break the assumption of classical transmission in a further way. Their higher field makes the barrier thinner, so that electrons can tunnel through it well below the top. Injection then needs the full tunnelling distribution, calculated for the actual barrier.

The naive rule's energy deficit, 0.0129 eV, is 0.9% of the 1.386 eV band bending, so it hardly changes the energy available far downstream. Its effect is confined to the barrier top and is modest in this example. Without collisions, the naive rule lengthens the mean time spent in the first 16 nm, and the injected density there, by a factor of about 1.4. That density, about $3\times10^8$ cm⁻³ at the top, is negligible beside the doping. In a simple model with elastic isotropic scattering the share that returns to the metal changes only from about 0.22 to 0.24. The numerical output below gives the classical and parabolic-barrier values in full.

## Table of computed values

```
inputs: T = 300 K, barrier = 0.65 eV
doping = 1.0e+15 cm^-3, reverse bias = 1.0 V
masses: long 0.916, trans 0.19 m0; eps_r = 11.7
thermal energy kT = 0.02585 eV
samples per rule = 4000000
mean normal energy, flux-weighted = 0.02587 eV
mean normal energy, half-Maxwell = 0.01293 eV
ratio of normal energies = 2.0001
mean total energy, flux-weighted = 0.05174 eV
mean total energy, half-Maxwell = 0.03881 eV
ratio of total energies = 1.3333
share below 0.1 kT: flux 0.0954, half 0.3455
slab test, step 0.5 kT: 131741 crossings, mean 1.0006 kT
  light-valley share 0.8135; CDF gap flux 0.0021, half 0.3022
slab test, step 1.5 kT: 48149 crossings, mean 0.9959 kT
  light-valley share 0.8130; CDF gap flux 0.0039, half 0.3016
light-valley share from masses = 0.8145
snapshot mean normal energy = 0.4988 kT
occupancy at time 10 (scaled): flux 1.204, half 2.683
occupancy at time 100 (scaled): flux 1.249, half 4.517
occupancy at time 1000 (scaled): flux 1.253, half 6.363
light normal mass, flux speed = 1.939e+07 cm/s = 1.939 A/fs
light normal mass, half speed = 1.234e+07 cm/s = 1.234 A/fs
heavy normal mass, flux speed = 8.832e+06 cm/s = 0.883 A/fs
heavy normal mass, half speed = 5.622e+06 cm/s = 0.562 A/fs
one draw: u = 0.3, energy = 0.03113 eV
one draw: light-valley speed = 2.401e+07 cm/s
band density of states = 2.738e+19 cm^-3
total band bending = 1.386 eV
depletion width = 1339 nm
largest field = 0.0207 MV/cm
field / rough breakdown 0.3 MV/cm = 0.069
image lowering = 0.0160 eV, top at 3.85 nm
lowered barrier = 0.6340 eV
supply mass factor = 2.0487
current density at 300 K = 4.945e-04 A/cm2
arrivals per ns per square micrometre = 0.0309
barrier-top omega: light 0.0208, heavy 0.0095 eV
flux factor from tunnelling and reflection = 1.0233
mean normal energy with them = 0.02465 eV
ratio to half-Maxwell mean with them = 1.906
occupation at barrier top = 2.23e-11
nonparabolicity (rough) = 0.5 1/eV
mean total energy, nonparabolic = 0.05236 eV
distance for a drop of kT past top = 15.7 nm
free path for rough mobility 1400 cm2/Vs = 44 nm
current factor for 0.05 eV barrier error = 6.92
at 400 K: mean normal energy kT = 0.03447 eV
at 400 K: current, same barrier = 4.045e-01 A/cm2
energy deficit of wrong rule = 0.01293 eV
deficit / total band bending = 0.0093
```
